Germanium's L, M and N from Löwdin Sums with Degenerate Triplets

**1. What symmetry fixes**

Without spin, the top of germanium's valence band at Γ is a triplet, Γ25′. Under the rotations and mirrors about an atom, its states X, Y, Z transform like the coordinates x, y, z. The crystal also has an inversion centre, midway between neighbouring atoms, and all three states are even under it. For small wave vector k the three bands are the eigenvalues of a 3×3 matrix H(k). Inversion turns k into −k and leaves the triplet's matrix unchanged, so H(k) has no odd powers of k. The first correction is quadratic.

The twofold rotation about x, called C2x, keeps X and kx and reverses Y, Z, ky and kz. C2y and C2z act correspondingly. The element XX is unchanged by all three, and so are kx², ky² and kz², but each product such as ky kz is reversed by two of them. Hence XX contains squares alone. The element XY is reversed by C2x and C2y, and of the quadratic terms kx ky alone shares both signs. The mirror y↔z makes the coefficients of ky² and kz² in XX equal, and the threefold rotation x→y→z→x supplies the other elements. The mirror x↔y exchanges X and Y, which with Hermiticity makes the coefficient in XY real.

A squared wave vector becomes an energy through ħ²/2m0, with m0 the free-electron mass. Three dimensionless numbers therefore remain:

H(k) = E_v + (ħ²/2m0) K(k),

K_XX = L kx² + M (ky² + kz²), K_XY = N kx ky, and cyclic.

Here L and M include the free-electron term, and a negative value of either means a band that bends downwards along [100]. N is an off-diagonal coefficient without such a term, and its sign alone does not tell which way a band bends. Hartree atomic units (ħ = m0 = 1) are used in the derivations, so that ħ²/2m0 = 1/2.

**2. The states at Γ**

Let the origin lie on one atom and the second atom at τ = (a/4)(1,1,1). If V_S(G) is the form factor of the two-atom cell, each atom contributes half of it, the second with a phase:

V(G) = V_S(G) (1 + e^{−iG·τ})/2.

In plane waves e^{i(k+G)·r} the Hamiltonian has the elements

H_GG′(k) = ½|k+G|² δ_GG′ + V(G−G′).

Expanding the square gives, for a fixed set of G,

H(k) = H(0) + k·p + k²/2,

where p is diagonal with entries G. This identity needs a local potential, since V then does not depend on k. It holds in the truncated basis too. Löwdin sums and band curvatures computed in one basis must therefore agree, and their agreement says nothing about the basis error, which needs a separate study.

**3. The Löwdin sum**

Expand a state at k in the eigenstates of H(0), with amplitudes c_i in the triplet and d_n elsewhere. Since p is odd and the triplet even, <i|p|j> = 0 inside the triplet. The eigenvalue equations are

(E − E_v − k²/2) c_i = Σ_n k·p_in d_n,

(E − E_n − k²/2) d_n = Σ_j k·p_nj c_j + Σ_m k·p_nm d_m.

For a band near E_v the bracket in the second line is E_v − E_n + O(k²), and the last sum is of order k². To first order,

d_n = Σ_j k·p_nj c_j/(E_v − E_n).

Insertion into the first line gives

H_ij = E_v δ_ij + ½ Σ_ab k_a k_b D^{ab}_ij,

D^{ab}_ij = δ_ab δ_ij + 2 Σ′_n <i|p_a|n><n|p_b|j>/(E_v − E_n).

The prime excludes the whole triplet. The factor 2 appears because ½ was taken outside. The cubic term vanishes by inversion, so the error is of order k⁴. Comparison with K gives

L = D^{xx}_XX, M = D^{yy}_XX, N = D^{xy}_XY + D^{yx}_XY.

N has two terms because kx ky arises from both orders of the indices.

**4. Arbitrary rotations within degenerate levels**

A diagonalizer returns some orthonormal basis of each degenerate level. For an intermediate level the sum contains Σ_n |n><n| over the whole level, with one common denominator. This projector is the same in every orthonormal basis, so the mixing drops out, provided the level is not cut in half.

Mixing in the valence triplet does not drop out. If |i′> = Σ_i |i> U_ii′, each 3×3 block changes as

D^{ab} → U† D^{ab} U.

The first diagonal element of D^{xx} becomes L|u|² + M(1−|u|²), where u is the X amplitude of the first state. It can lie anywhere between L and M. Four random mixings of the germanium triplet below gave −3.8, −5.1, −3.4 and −9.6, whereas L = −17.2 and M = −3.0.

The cure is to align the triplet by symmetry:

1. Apply C2x to the three computed states and form W_ij = <i|C2x|j>. With the origin on an atom, τ goes to τ minus the lattice vector (a/2)(0,1,1). The rotation therefore just moves the coefficient at (h,k,l) to (h,−k,−l), without a phase.
2. Diagonalize W. Its eigenvalues are +1, −1, −1, and the vector with +1 is X.
3. Apply the threefold rotation C3, which moves the coefficient at (h,k,l) to (l,h,k). Set Y = C3 X and Z = C3 Y.

Since C2y = C3 C2x C3⁻¹, we have C2y Y = C3 C2x X = Y, as required. The phase of X remains free, but Y and Z share it and it cancels in every element of D. Finding X and Y separately would leave their relative phase open, and a sign change of Y alone would reverse N. Diagonalizing D^{xx} would also isolate X, but not if L = M; the rotation does not have this weakness.

Invariants give a second route that needs no alignment. The eigenvalues of D^{xx} are L, M, M. Let S^{ab} = D^{ab} + D^{ba}; then S^{xy} = N(|X><Y| + |Y><X|), and cyclic. Acting on X, the product S^{xy}S^{yz}S^{zx} gives

X → N Z → N² Y → N³ X.

On Y the factor S^{zx} gives zero. On Z it gives N X, which S^{yz} then annihilates. Hence

tr(S^{xy} S^{yz} S^{zx}) = N³,

and the real cube root keeps the sign. Under the four mixings, applied to all degenerate levels, the aligned parameters changed by at most 6×10⁻¹⁴ and differed from the invariants by at most 9×10⁻¹⁴.

**5. What each level contributes**

Intermediate states must be odd under inversion. The rotations about an atom then restrict each level.

For a singlet s, unchanged by the rotations, <X|p_y|s> is reversed by C2x and vanishes. C3 gives <X|p_x|s> = <Y|p_y|s>. With Π the modulus of this element and E0 = E_s − E_v, the singlet contributes F = −2Π²/E0 to L, nothing to M, and F to N.

A doublet is also unchanged by the twofold rotations, so again p_x couples to X, p_y to Y and p_z to Z. Let v_X, v_Y, v_Z be the corresponding two-component coupling vectors. C3 gives them equal length and leaves their sum unchanged; as a doublet contains no invariant vector, the sum is zero. Multiplying the sum by v_X† gives |v_X|² + v_X†v_Y + v_X†v_Z = 0. The mirror y↔z makes the last two products equal, so each is −|v_X|²/2. If the doublet contributes 2G to L, it contributes −G to N and nothing to M.

In a triplet, label the states ξ, η, ζ by their signs under the twofold rotations. Then <X|p_x|n> = 0, while <X|p_y|ζ> is allowed. The mirror x↔y relates it to <Y|p_x|ζ> with a plus or a minus sign. One kind of triplet, Γ15, contributes H1 to both M and N. The other, Γ25, contributes H2 to M and −H2 to N. Summing over levels,

L = 1 + F + 2G, M = 1 + H1 + H2, N = F − G + H1 − H2.

**6. Germanium: the sums**

The inputs are rough typical values: a = 0.566 nm and V_S = −0.23, 0.01 and 0.06 Ry at squared lengths 3, 8 and 11 in units of (2π/a)². All plane waves up to squared length 43 are kept, 307 in number. The main contributions are:

- singlet, 1.223 eV above E_v: F = −16.401
- Γ15 triplet, 3.491 eV: H1 = −3.954
- doublet, 8.125 eV: 2G = −1.797
- Γ25 triplet, 26.1 eV: H2 = −0.040

These give

L ≈ 1 − 16.401 − 1.797 = −17.198,

M ≈ 1 − 3.954 − 0.040 = −2.994,

N ≈ −16.401 + 0.898 − 3.954 + 0.040 = −19.417.

The remaining small levels add −0.006, −0.004 and −0.009. The full sums are L = −17.204, M = −2.998 and N = −19.426. With ħ²/2m0 = 0.0381 eV nm² they become −0.655, −0.114 and −0.740 eV nm².

If the singlet alone is kept, L = 1+F, M = 1 and N = F. Then L − M = N, and K = M k² + N k_i k_j is isotropic. Its light band has curvature L, but the other two bands bend upwards like free electrons. In this model it is the Γ15 level that makes M negative. In the full result L − M = −14.2 differs from N = −19.4, so the bands are warped.

**7. Verification by band curvatures**

Define the curvature as C = 2[E(k) − E_v]/k² for k→0. Along [100] K is diagonal and C takes the values L, M, M. Along [110] the XY block has diagonal elements (L+M)/2 and off-diagonal element N/2, so

C = (L+M+N)/2, (L+M−N)/2, M.

Along [111] all diagonal elements are (L+2M)/3 and all off-diagonal ones N/3, so

C = (L+2M+2N)/3 once, (L+2M−N)/3 twice.

The single value minus the double one is N with its sign. Direct diagonalization gave −20.684 and −1.258 along [111], hence N = −19.426. The [100] bands gave L = −17.204 and M = −2.998. The largest difference from the Löwdin values was 7.4×10⁻⁶. The [110] curvatures, −19.814, −2.998 and −0.388, were not used to find the parameters and agree with the prediction to all digits shown.

**8. Error analysis**

**Step length.** Since E(k) = E(−k), the finite-difference curvature has the expansion C(h) = C + αh² + βh⁴ + …. Combining two steps removes α:

[4C(h) − C(2h)]/3 = C − 4βh⁴ + ….

To estimate β, keep the light state and the singlet. Their lower energy, apart from k²/2, is

E0/2 − √(E0²/4 + k²Π²) = −E0 (q − q² + 2q³ − …), q = k²Π²/E0² = |F|k²/(2E0).

Thus C(h) contains F(1 − q + 2q²), and the extrapolated value is off by −8Fq². For h = 0.001 bohr⁻¹ and E0 = 1.223 eV = 0.0449 hartree, q = 1.8×10⁻⁴ and the error is about 4×10⁻⁶, of the same order as the largest difference found, 7.4×10⁻⁶. A smaller h is not automatically better: an error δ in E(k) − E_v enters C(h) as 2δ/h².

The same expansion predicts the error of the quadratic matrix. Along [123], halving k from 0.004 to 0.002 bohr⁻¹ reduced the largest energy error by a factor of 15.92. Pure k⁴ scaling gives 16, and the two-level form q² − 2q³ gives 15.93.

**Basis.** With 137 waves N is −19.438; with 307 and with 701 it is −19.426. Between the last two sets none of the parameters changes by more than 10⁻⁴.

**Cancellation.** Inserting the level contributions into the flattest [110] band gives

(L+M−N)/2 = 1 + 3G/2 + H2 = 1 − 1.347 − 0.040 = −0.387.

F and H1 cancel. If the sum is truncated to the singlet and the Γ15 triplet, L = −15.40, M = −2.95 and N = −20.36, with errors of 10%, 1.5% and 5% relative to the full sums. The flat band then has curvature +1, which has the wrong sign. Modest relative errors in L, M and N do not guarantee a usable heavy mass.

**Input.** Since F = −2Π²/E0, a relative error in the gap passes directly into F. Shifting the form factor at squared length 8 by −0.005 or +0.005 Ry, half a unit of its last digit, with all other inputs fixed, moves the gap to 0.961 or 1.483 eV and L to −21.7 or −14.3. The momentum energy 2Π² stays between 20.0 and 20.1 eV, so the gap causes nearly all of the change. The numerical errors above are negligible beside this; as a description of the material, even the second figure of L is uncertain here. The flat [110] curvature, from which F cancels, stays within −0.387 to −0.389 under this shift. The form factor at squared length 11 matters as much: shifting it by −0.005 or +0.005 Ry moves L to −22.1 or −14.1, M to −3.14 or −2.86, and the flat curvature to −0.392 or −0.384.

**Closeness of levels.** The expansion requires q ≪ 1. If the singlet approaches the triplet, F diverges and the quadratic range shrinks. The singlet must then be kept explicitly in a four-band matrix. Here, at the energy kT = 25.9 meV for 300 K, the light [100] band lies 2.1% closer to E_v than its parabola.

**9. Spin-orbit coupling and real germanium**

The spinless [100] masses are 1/|L| = 0.058 m0 and 1/|M| = 0.33 m0. Real germanium has a spin-orbit splitting Δ of roughly 0.3 eV, far above kT at room temperature, so thermal holes occupy the upper four spin states. Quantized along k ∥ x, two of these contain Y and Z alone and keep curvature M. The other two are two-thirds X and one-third an equal mixture of Y and Z, so their curvature is

(2L + M)/3 = (−34.41 − 3.00)/3 = −12.47.

The light mass becomes 0.080 m0, which is 38% above the spinless value. This holds while all the k² terms of the matrix, and not only the energy of the band considered, are well below Δ. Along [110] the change is larger still. In the same limit the heavy curvature of the upper four states is

(L+2M)/3 + √[(L−M)²/36 + N²/12] = −1.65,

a mass of 0.61 m0, whereas the flat spinless band has −0.388, or 2.6 m0. The value 0.61 m0 is itself a small-k limit. Where this heavy band lies kT below the edge at 300 K, the parabola of the light band at the same k has already reached about 0.24 eV, close to Δ, and the six-band matrix gives ħ²k²/(2|E|) = 0.66 m0, with E measured from the edge. L, M and N therefore serve as inputs to a six-band matrix with spin, and neither the spinless light mass nor the flat [110] mass should be used for thermal holes. The coupling also raises the valence edge by Δ/3 = 0.10 eV. If this is subtracted from E0 in F alone, with Π fixed, L changes from −17.2 to −18.7, and the light mass with spin from 0.080 to 0.074 m0.

For comparison, real germanium has a direct gap of roughly 0.9 eV at low temperature and [100] hole masses of roughly 0.05 m0 (light) and 0.2 m0 (heavy). The model's gap of 1.22 eV and both its masses are too large. Setting the denominator in F to 0.9 eV with 2Π² = 20.06 eV gives F = −22.3, L = −23.1 and a light mass of 0.061 m0. The gap thus accounts for a large part of the light-mass discrepancy, roughly half; the exact share depends on the reference mass and on whether masses or inverse masses are compared. The rest, and the heavy mass, may reflect the missing nonlocal and relativistic terms, which these calculations do not test. Strain and confinement in devices also mix and split the upper four states, and bulk masses then no longer suffice. The numerical output below lists the main values.

Numbers as computed

```
Lattice constant: 0.566 nm
Form factors at 3, 8, 11: -0.230  0.010  0.060 Ry
Plane waves (main cutoff 43): 307
hbar^2/2m0: 0.03810 eV nm^2
L, M, N below are in units of hbar^2/2m0 unless marked
Loewdin L, M, N: -17.2039  -2.9984  -19.4262
Finite-difference L, M, N: -17.2039  -2.9984  -19.4261
Largest difference: 7.4e-06
L, M, N converted: -0.6555  -0.1142  -0.7401 eV nm^2
[100] curvatures from bands: -17.2039  -2.9984  -2.9984
[110] curvatures from bands: -19.8142  -2.9984  -0.3881
[110] curvatures predicted: -19.8142  -2.9984  -0.3881
[111] curvatures from bands: -20.6844  -1.2582  -1.2582
Error ratio on halving k, [123]: 15.92
Unaligned xx element, 4 random mixings: -3.809  -5.118  -3.380  -9.597
Change of aligned L, M, N under mixing: 6.0e-14
Invariants minus aligned values: 9.1e-14
Largest p inside the triplet: 3.8e-15 atomic units
Largest level shares: energy above E_v (eV), degeneracy, L, M, N
     1.223  1   -16.4012   -0.0000  -16.4012
     3.491  3    -0.0000   -3.9542   -3.9542
     8.125  2    -1.7967   -0.0000    0.8983
    26.075  3    -0.0000   -0.0398    0.0398
F, G, H1, H2: -16.4012  -0.8983  -3.9542  -0.0398
Left over in L, M, N from small levels: -0.0060  -0.0045  -0.0089
Direct gap to the singlet: 1.2231 eV
Singlet momentum energy 2p^2/m0: 20.060 eV
Cutoff 24, 137 waves: L, M, N: -17.2041  -3.0021  -19.4376
Cutoff 43, 307 waves: L, M, N: -17.2039  -2.9984  -19.4262
Cutoff 75, 701 waves: L, M, N: -17.2039  -2.9984  -19.4262
Spinless [100] masses, light and heavy: 0.0581  0.3335 m0
Spin-orbit splitting (rough): 0.30 eV
[100] light-hole mass with spin-orbit: 0.0802 m0
[100] heavy-hole mass with spin-orbit: 0.3335 m0
Edge rise by spin-orbit: 0.100 eV
L with the gap narrowed by that rise: -18.66
Thermal energy at 300 K: 25.85 meV
Light-band k at that energy: 0.1986 1/nm
Band energy against parabola there: -2.06 %
Form factor 8 shifted -0.005 Ry: L, M, N: -21.692  -2.956  -23.873
Form factor 8 shifted +0.005 Ry: L, M, N: -14.316  -3.041  -16.580
  gaps for the two shifts: 0.961  1.483 eV
  momentum energies for the two shifts: 20.081  20.041 eV
```
